# Electron and photon shares of momentum in one-loop QED: verification in Python

```python
"""
Result under test: one-loop mixing of the electron and photon parts of the
energy-momentum tensor in QED with N unit-charge flavours. With f_e, f_g the
momentum shares and dt = (alpha/pi) d ln(mu),
    df_e/dt = -(4/3) f_e + (2N/3) f_g,    df_g/dt = -df_e/dt,
so one eigenvalue is zero and its eigenvector has f_g = 2/(2+N).
Method: add h_e*nnT_e + h_g*nnT_g (n null) to the Lagrangian and find how the
deformations h_e, h_g run, from loop integrands on the sphere |k| = 1.
A loop integrand of degree -4 in k has its logarithm's coefficient there.
Charge is absorbed in the photon field; alpha is the fine-structure constant.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

one2 = np.eye(2)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
# Euclidean Dirac matrices, all Hermitian with unit square
gamma = np.array([np.kron(sigma[1], s) for s in sigma]
                 + [np.kron(sigma[0], one2)])
null_n = np.array([1, 1j, 0, 0])
nn = np.outer(null_n, null_n)

# Quadrature on the unit sphere in four dimensions (area 2 pi^2)
x_gl, w_gl = np.polynomial.legendre.leggauss(10)
u_nodes, u_weights = (x_gl + 1) / 2, w_gl / 2
na, nb = 16, 12
U, A, B = np.meshgrid(u_nodes, 2*np.pi*np.arange(na)/na,
                      2*np.pi*np.arange(nb)/nb, indexing="ij")
sphere = np.stack([np.sqrt(U)*np.cos(A), np.sqrt(U)*np.sin(A),
                   np.sqrt(1-U)*np.cos(B), np.sqrt(1-U)*np.sin(B)],
                  axis=-1).reshape(-1, 4)
weights = (u_weights[:, None, None] * np.ones_like(U)
           * 0.5 * (2*np.pi)**2 / (na*nb)).ravel()
assert abs(weights.sum() - 2*np.pi**2) < 1e-10
weights = weights / (2*np.pi)**4


def photon_kernel(k, h, n=null_n):
    """Quadratic form of F^2/4 + h (n.F)^2, built from the field strength."""
    eye = np.eye(4)
    field = (np.einsum("wm,na->wmna", k, eye)
             - np.einsum("wn,ma->wmna", k, eye))
    along_n = np.einsum("m,wmna->wna", n, field)
    return (0.5*np.einsum("wmna,wmnb->wab", field, field)
            + 2*h*np.einsum("wna,wnb->wab", along_n, along_n))


def vertices(h_e):
    return np.einsum("am,aij->mij", np.eye(4) + h_e*nn, gamma)


def electron_propagator(q, vertex):
    return np.linalg.inv(1j*np.einsum("wm,mij->wij", q, vertex))


def electron_rate(h_e, h_g, gauge):
    """Change of h_e per unit t when the scale is lowered."""
    vertex = vertices(h_e)
    gauge_term = gauge*np.einsum("wa,wb->wab", sphere, sphere)
    photon = np.linalg.inv(photon_kernel(sphere, h_g) + gauge_term)
    right = np.einsum("wmn,nij->wmij", photon, vertex)

    def self_energy(p):
        prop = electron_propagator(p - sphere, vertex)
        return np.einsum("w,mij,wjk,wmkl->il", weights, vertex, prop, right,
                         optimize=True)

    step = 1e-4
    log_part = np.zeros((4, 4), complex)
    for b in range(4):
        p = step*np.eye(4)[b]
        slope = (self_energy(p) - self_energy(-p)) / (2*step)
        log_part[:, b] = np.einsum("aij,ji->a", gamma, slope) / 4j
    isotropic = log_part[2, 2]
    deformed = log_part[0, 1] / nn[0, 1]
    # only the two expected structures may occur
    assert np.allclose(log_part, isotropic*np.eye(4) + deformed*nn, atol=1e-7)
    rate = 4*np.pi**2*(deformed - isotropic*h_e)
    assert abs(rate.imag) < 1e-6
    return rate.real


def photon_loop(h_e):
    """Log coefficients of F^2/4 and of (n.F)^2 from one flavour."""
    vertex = vertices(h_e)
    first = electron_propagator(sphere, vertex)

    def loop(p):
        second = electron_propagator(sphere + p, vertex)
        return -np.einsum("w,aij,wjk,bkl,wli->ab", weights, vertex, first,
                          vertex, second, optimize=True)

    p = np.array([0.3, 0.5, -0.4, 0.6])
    step = 1e-3
    quadratic = (loop(step*p) + loop(-step*p) - 2*loop(0*p)) / (2*step**2)
    plain = photon_kernel(p[None], 0.0)[0]
    extra = photon_kernel(p[None], 1.0)[0] - plain
    basis = np.stack([plain.ravel(), extra.ravel()], axis=1)
    coef = np.linalg.lstsq(basis, quadratic.ravel(), rcond=None)[0]
    assert np.max(np.abs(basis @ coef - quadratic.ravel())) < 1e-6
    assert np.max(np.abs(coef.imag)) < 1e-6
    return coef.real


# Electron deformation: separate, common and gauge-changed cases
h = 0.05
R_eg = electron_rate(0.0, h, 1.0) / h
R_ee = electron_rate(h, 0.0, 1.0) / h
R_eg_other = electron_rate(0.0, h, 0.4) / h
common = electron_rate(h, h, 1.0) / h
assert abs(R_eg - 4/3) < 1e-5
assert abs(R_ee + 4/3) < 1e-5
assert abs(R_eg_other - R_eg) < 1e-5
assert abs(common) < 1e-5

# Photon deformation driven by the electron metric
c_plain, c_deformed = photon_loop(h)
R_ge = 4*np.pi**2*c_deformed/h
R_gg = -4*np.pi**2*c_plain
assert abs(R_ge - 2/3) < 1e-4
assert abs(R_gg + 2/3) < 1e-4

# Same photon coefficient from the vacuum energy of Landau levels, field = 1
s_low, s_high = 1e-3, 1e-2
log_width = np.log(s_high/s_low)
levels = np.arange(1, 25001)
landau_energy = 0.0
for x, w in zip(u_nodes, u_weights):
    s = s_low*np.exp(x*log_width)
    level_sum = 1 + 2*np.exp(-2*levels*s).sum()
    landau_energy += w*log_width*(level_sum - 1/s)/s/(8*np.pi**2)
landau_coefficient = 4*landau_energy/log_width
assert abs(landau_coefficient/c_plain - 1) < 1e-4

# Energy shifts of free particles, in units with m = c = 1
small_h = 1e-5
n_space, momentum = np.array([0, 0, 1.0]), np.array([0.3, 0, -0.5])
g0 = np.kron(sigma[2], one2)
g_space = np.array([np.kron(1j*sigma[1], s) for s in sigma])
n_slash = g0 - np.einsum("a,aij->ij", n_space, g_space)
left = g0 @ (np.einsum("a,aij->ij", momentum, g_space)
             + small_h*n_slash*(n_space @ momentum) + np.eye(4))
norm = g0 @ (g0 + small_h*n_slash)
energy0 = np.sqrt(1 + momentum @ momentum)
electron_shift = eigh(left, norm, eigvals_only=True)[-1] - energy0
electron_expected = -small_h*(energy0 - n_space @ momentum)**2/energy0
assert abs(electron_shift/electron_expected - 1) < 1e-3

n_continued = np.append(1j*n_space, -1.0)
omega0 = np.sqrt(momentum @ momentum)


def photon_condition(omega):
    k = np.append(momentum, 1j*omega)[None]
    return photon_kernel(k, small_h, n_continued)[0, 1, 1].real


photon_shift = brentq(photon_condition, 0.9*omega0, 1.1*omega0,
                      xtol=1e-14) - omega0
photon_expected = -small_h*(omega0 - n_space @ momentum)**2/omega0
assert abs(photon_shift/photon_expected - 1) < 1e-3

# Momentum shares: transpose of the flow of the deformations
alpha0 = const.fine_structure
mass_eV = const.m_e*const.c**2/const.e
hbar_c = const.hbar*const.c/const.e*1e10   # eV angstrom


def share_matrix(N):
    return np.array([[R_ee, R_eg], [N*R_ge, N*R_gg]]).T


def coupling_ratio(N, log_scale):
    """alpha0/alpha after the scale has grown by exp(log_scale)."""
    return 1 - 2*N*alpha0/(3*np.pi)*log_scale


def photon_share(N, log_scale):
    return 2/(2+N)*(1 - coupling_ratio(N, log_scale)**(1 + 2/N))


spectra = {}
for N in (1, 2, 3):
    values, vectors = np.linalg.eig(share_matrix(N))
    order = np.argsort(np.abs(values))
    zero_vector = vectors[:, order[0]]
    limit = zero_vector[1]/zero_vector.sum()
    spectra[N] = (values[order[0]], values[order[1]], limit)
    assert abs(values[order[0]]) < 1e-4
    assert abs(values[order[1]] + (4 + 2*N)/3) < 1e-3
    assert abs(limit - 2/(2+N)) < 1e-4

    # integrate the flow with the measured loop coefficients
    def flow(x, y, N=N):
        d_share = y[2]/np.pi*(share_matrix(N) @ y[:2])
        return [d_share[0], d_share[1], 4*np.pi*N*c_plain*y[2]**2]

    span = 0.9*3*np.pi/(2*N*alpha0)
    run = solve_ivp(flow, (0, span), [1, 0, alpha0], rtol=1e-9, atol=1e-12,
                    t_eval=[0.3*span, span])
    for j, x in enumerate(run.t):
        assert abs(run.y[1, j] - photon_share(N, x)) < 2e-4
        assert abs(run.y[2, j]*coupling_ratio(N, x)/alpha0 - 1) < 1e-3

target_eV = 1e9
log_target = np.log(target_eV/mass_eV)
print(f"starting scale mc^2 = {mass_eV:.1f} eV")
print(f"alpha at start = {alpha0:.8f}; c = 1/alpha = {1/alpha0:.4f} a.u.")
print("Measured loop coefficients, per unit t (dimensionless):")
print(f"  h_e driven by h_g: {R_eg:.6f}; by h_e: {R_ee:.6f}")
print(f"  h_e driven by h_g in another gauge: {R_eg_other:.6f}")
print(f"  h_e under a common deformation: {abs(common):.1e}")
print(f"  h_g driven by h_e: {R_ge:.6f}; by h_g: {R_gg:.6f} (N = 1)")
print(f"photon log coefficient, loop: {c_plain:.7f}")
print(f"photon log coefficient, Landau levels: {landau_coefficient:.7f}")
print(f"example scale = {target_eV:.3e} eV")
print(f"example length hbar c/mu = {hbar_c/target_eV:.4e} angstrom")
print(f"ln(mu/mu0) = {log_target:.4f}")
for N in (1, 2, 3):
    zero, decay, limit = spectra[N]
    print(f"N = {N}: eigenvalues: |zero| = {abs(zero):.1e}, other = {decay:.5f}")
    print(f"  zero-mode photon share = {limit:.5f}")
    ratio = coupling_ratio(N, log_target)
    print(f"  at example scale: 1/alpha = {ratio/alpha0:.4f}")
    print(f"  at example scale: photon share = {photon_share(N, log_target):.6f}")
    for part in (0.5, 0.9):
        ratio = (1 - part)**(N/(N+2))
        log_scale = (1 - ratio)*3*np.pi/(2*N*alpha0)
        decades = np.log10(mass_eV) + log_scale/np.log(10)
        print(f"  {100*part:.0f}% of limit: alpha = {alpha0/ratio:.5f},"
              f" log10(mu/eV) = {decades:.2f}")
    pole = np.log10(mass_eV) + 3*np.pi/(2*N*alpha0)/np.log(10)
    print(f"  one-loop pole: log10(mu/eV) = {pole:.2f}")
print("verified")
```

Running it gives:

```
starting scale mc^2 = 510999.0 eV
alpha at start = 0.00729735; c = 1/alpha = 137.0360 a.u.
Measured loop coefficients, per unit t (dimensionless):
  h_e driven by h_g: 1.333333; by h_e: -1.333334
  h_e driven by h_g in another gauge: 1.333333
  h_e under a common deformation: 3.4e-06
  h_g driven by h_e: 0.666669; by h_g: -0.666667 (N = 1)
photon log coefficient, loop: 0.0168869
photon log coefficient, Landau levels: 0.0168868
example scale = 1.000e+09 eV
example length hbar c/mu = 1.9733e-06 angstrom
ln(mu/mu0) = 7.5791
N = 1: eigenvalues: |zero| = 9.8e-07, other = -2.00000
  zero-mode photon share = 0.66667
  at example scale: 1/alpha = 135.4277
  at example scale: photon share = 0.023199
  50% of limit: alpha = 0.00919, log10(mu/eV) = 63.57
  90% of limit: alpha = 0.01572, log10(mu/eV) = 155.99
  one-loop pole: log10(mu/eV) = 286.16
N = 2: eigenvalues: |zero| = 1.5e-06, other = -2.66667
  zero-mode photon share = 0.50000
  at example scale: 1/alpha = 133.8193
  at example scale: photon share = 0.023198
  50% of limit: alpha = 0.01032, log10(mu/eV) = 46.78
  90% of limit: alpha = 0.02308, log10(mu/eV) = 101.59
  one-loop pole: log10(mu/eV) = 145.93
N = 3: eigenvalues: |zero| = 1.8e-06, other = -3.33334
  zero-mode photon share = 0.40000
  at example scale: 1/alpha = 132.2110
  at example scale: photon share = 0.023197
  50% of limit: alpha = 0.01106, log10(mu/eV) = 37.52
  90% of limit: alpha = 0.02905, log10(mu/eV) = 75.71
  one-loop pole: log10(mu/eV) = 99.19
verified
```
